# Shockley States in the Two-Band Model: Inverted Gap and Step Barrier: a program that tests the result

```python
"""
Result under test: a crystal 2 U cos(2 g z), g = pi/a, atoms at z = n a, that
ends midway between atoms at a potential step V0 has one surface state in its
first gap if U > 0 (p-like edge at the gap bottom) and none if U < 0.
Symbols: T = hbar^2 g^2 / 2m; kappa = decay rate into the crystal; delta = phase
in exp(kappa z) cos(g z + delta); L = psi'/psi at the step on the crystal side;
lambda = decay rate in vacuum; d = displacement of the step from the midpoint.
Energies are in eV from the mean crystal potential. Inside the functions
inverse lengths are in units of g and the coordinate is x = g z.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

a = 0.25e-9
U0 = 1.0
V0 = 11.0
g = np.pi / a
T = const.hbar**2 * g**2 / (2 * const.m_e) / const.e
g_nm = g * 1e-9


def two_band(E, U):
    """Derived formulas: kappa/g and delta inside the gap."""
    K = -(E + T) + np.sqrt(4 * E * T + U**2)
    delta = 0.5 * np.arctan2(-2 * np.sqrt(T * K) / U, (E - T + K) / U)
    return np.sqrt(K / T), delta


def slope_two_band(E, U):
    k, delta = two_band(E, U)
    return k + 1 / np.tan(delta)


def vacuum_rate(E, step):
    return np.sqrt((step - E) / T)


def surface_two_band(U, step):
    eps = 1e-6 * U
    top = min(T + U, step)
    return brentq(lambda E: slope_two_band(E, U) + vacuum_rate(E, step),
                  T - U + eps, top - eps, xtol=1e-12)


def full_edges(U):
    """First-gap edges of the full cosine crystal and parity of each edge."""
    n = np.arange(-11, 12, 2)
    off = U * np.ones(len(n) - 1)
    w, v = np.linalg.eigh(np.diag(T * n**2.0) + np.diag(off, 1) + np.diag(off, -1))
    return w[0], w[1], v[:, 0] @ v[::-1, 0], v[:, 1] @ v[::-1, 1]


def floquet(E, U):
    """Solution decaying into the full crystal: cell factor, (psi, psi') at step."""
    def rhs(x, y):
        q = (2 * U * np.cos(2 * x) - E) / T
        return [y[1], q * y[0], y[3], q * y[2]]
    y = solve_ivp(rhs, (-np.pi / 2, np.pi / 2), [1, 0, 0, 1], method="DOP853",
                  rtol=1e-11, atol=1e-13).y[:, -1]
    mu, vec = np.linalg.eig(np.array([[y[0], y[2]], [y[1], y[3]]]))
    i = np.argmax(abs(mu))
    return mu[i].real, vec[:, i].real


def slope_full(E, U):
    v = floquet(E, U)[1]
    return v[1] / v[0]


def surface_full(U, step):
    lo, hi = full_edges(U)[:2]
    eps = 1e-4 * U
    return brentq(lambda E: slope_full(E, U) + vacuum_rate(E, step),
                  lo + eps, min(hi, step) - eps, xtol=1e-10)


CELLS, PER_CELL, VAC_CELLS = 40, 80, 6


def slab(U, shift_points=0):
    """Grid diagonalization of a slab: number below gap, energies in gap."""
    z = (np.arange((CELLS + 2 * VAC_CELLS) * PER_CELL) + 0.5) / PER_CELL - VAC_CELLS
    d = shift_points / PER_CELL
    inside = (z > -d) & (z < CELLS + d)
    V = np.where(inside, -2 * U * np.cos(2 * np.pi * z), V0)
    c = T * (PER_CELL / np.pi)**2
    lo, hi = full_edges(U)[:2]
    margin = 0.005   # eV, covers the grid error of the band edges
    w = eigh_tridiagonal(2 * c + V, -c * np.ones(len(z) - 1), eigvals_only=True,
                         select="v", select_range=(-10.0, hi - margin))
    return int(np.sum(w <= lo + margin)), w[w > lo + margin]


# Evanescent wave: formulas against polynomial roots and a numerical null vector
for U in (U0, -U0):
    for E in T + U0 * np.array([-0.8, -0.3, 0.2, 0.9]):
        e, u = E / T, U / T
        poly = np.poly1d([1, 2, 1 - e]) * np.poly1d([1, -2, 1 - e]) - u**2
        q = [r for r in poly.roots if abs(r.real) < 1e-8 and r.imag < 0][0]
        mat = np.array([[(1 + q)**2 - e, u], [u, (1 - q)**2 - e]])
        null = np.linalg.svd(mat)[2][-1].conj()
        k, delta = two_band(E, U)
        assert abs(k + q.imag) < 1e-8
        assert abs(null[0] / null[1] - np.exp(2j * delta)) < 1e-6

# Edge symmetry in the full crystal: odd (p-like) bottom only for U > 0
assert full_edges(U0)[2] < -0.999 and full_edges(U0)[3] > 0.999
assert full_edges(-U0)[2] > 0.999 and full_edges(-U0)[3] < -0.999

# Two-band L falls with energy and has a fixed sign, also for a strong potential
for U in (U0, -U0, 0.9 * T, -0.9 * T):
    E = T + abs(U) * np.linspace(-0.999, 0.999, 400)
    L = slope_two_band(E, U)
    assert np.all(np.diff(L) < 0) and np.all(L * U < 0)

# Same sign rule and monotonic fall in the full crystal
for U in (U0, -U0, 3 * U0, -3 * U0):
    lo, hi = full_edges(U)[:2]
    L = np.array([slope_full(E, U) for E in lo + (hi - lo) * np.linspace(0.02, 0.98, 13)])
    assert np.all(L * U < 0) and np.all(np.diff(L) < 0)

# Energy derivative of L against the norm integral over the half crystal
for U in (U0, -U0):
    E, dE = T + 0.2, 1e-3
    mu, v = floquet(E, U)
    sol = solve_ivp(lambda x, y: [y[1], (2 * U * np.cos(2 * x) - E) / T * y[0], y[0]**2],
                    (-np.pi / 2, np.pi / 2), [v[0] / mu, v[1] / mu, 0],
                    method="DOP853", rtol=1e-11, atol=1e-13)
    norm = sol.y[2, -1] / (1 - mu**-2)
    numeric = (slope_full(E + dE, U) - slope_full(E - dE, U)) / (2 * dE / T)
    assert abs(numeric / (-norm / v[0]**2) - 1) < 1e-4

# Surface energy: two-band error must vanish as the square of U
E_two, E_full = surface_two_band(U0, V0), surface_full(U0, V0)
U_list = [1.0, 0.5, 0.25, 0.125]
errors = [surface_two_band(U, V0) - surface_full(U, V0) for U in U_list]
assert 0.2 < errors[3] / errors[2] < 0.3
assert abs(errors[0]) < 0.1 * U0

# Leading-order position 1 - 2T/V0 against the full crystal extrapolated to U = 0
steps = [8.0, 11.0, 20.0]
limits = []
for step in steps:
    x1, x2 = [(surface_full(U, step) - T) / U for U in (0.25, 0.125)]
    limits.append(2 * x2 - x1)
    assert abs(limits[-1] - (1 - 2 * T / step)) < 5e-3

# A step that ends inside the gap still binds one state below it
V_low = 5.5
E_low_two, E_low_full = surface_two_band(U0, V_low), surface_full(U0, V_low)
assert full_edges(U0)[0] < E_low_full < V_low and T - U0 < E_low_two < V_low

# Slab: two surfaces, so two gap states for U > 0 and none for U < 0
below_inv, gap_inv = slab(U0)
below_nor, gap_nor = slab(-U0)
assert len(gap_inv) == 2 and len(gap_nor) == 0
assert below_inv == CELLS - 1 and below_nor == CELLS
assert abs(gap_inv.mean() - E_full) < 0.005

# Displaced step: predicted windows (in units of a) against slab counts
lam_b, lam_t = vacuum_rate(T - U0, V0), vacuum_rate(T + U0, V0)
window_inv = (-np.arctan(1 / lam_t) / np.pi, np.arctan(lam_b) / np.pi)
window_nor = (-np.arctan(1 / lam_b) / np.pi, np.arctan(lam_t) / np.pi)
offset = 0.08
for U, window, inner, outer in ((U0, window_inv, 2, 0), (-U0, window_nor, 0, 2)):
    for edge, outward in zip(window, (-1, 1)):
        for side, expected in ((-1, inner), (1, outer)):
            points = int(round((edge + side * outward * offset) * PER_CELL))
            assert len(slab(U, points)[1]) == expected

# Probability in vacuum for the two-band state: closed form against quadrature
k, delta = two_band(E_two, U0)
lam = vacuum_rate(E_two, V0)
theta = np.pi / 2 + delta
crystal = 1 / (4 * k) + (k * np.cos(2 * theta) + np.sin(2 * theta)) / (4 * (k**2 + 1))
vacuum = np.cos(theta)**2 / (2 * lam)
crystal_quad = quad(lambda s: np.exp(2 * k * s) * np.cos(s + theta)**2,
                    -16 / k, 0, limit=1000)[0]
assert abs(crystal_quad / crystal - 1) < 1e-6
share = vacuum / (crystal + vacuum)

print(f"lattice constant a = {a*1e9:.3f} nm")
print(f"|U| = {U0:.3f} eV, step V0 = {V0:.3f} eV")
print(f"g = {g_nm:.4f} 1/nm, T = {T:.4f} eV")
print(f"two-band gap: {T-U0:.4f} to {T+U0:.4f} eV")
lo, hi = full_edges(U0)[:2]
print(f"full cosine gap: {lo:.4f} to {hi:.4f} eV")
print("two-band: E (eV), kappa (1/nm), delta (deg) and L/g for U>0,")
print("          delta (deg) and L/g for U<0, -lambda/g")
for f in (-0.9, -0.5, 0.0, 0.5, 0.9):
    E = T + f * U0
    kk, dp = two_band(E, U0)
    dn = two_band(E, -U0)[1]
    print(f"  {E:.4f} {kk*g_nm:.4f} {np.degrees(dp):8.3f} {slope_two_band(E, U0):8.4f}"
          f" {np.degrees(dn):8.3f} {slope_two_band(E, -U0):8.4f} {-vacuum_rate(E, V0):8.4f}")
print(f"surface state, two-band: E_S = {E_two:.4f} eV = {E_two*const.e:.4e} J")
print(f"surface state, full cosine crystal: E_S = {E_full:.4f} eV")
print(f"leading-order E_S = T + U(1-2T/V0) = {T+U0*(1-2*T/V0):.4f} eV")
print(f"E_S above two-band gap bottom = {E_two-T+U0:.4f} eV")
print(f"V0 - E_S (two-band) = {V0-E_two:.4f} eV")
print(f"delta = {np.degrees(delta):.3f} deg, cot(delta) = {1/np.tan(delta):.4f}")
print(f"p weight sin^2(delta) = {np.sin(delta)**2:.4f}; leading order T/V0 = {T/V0:.4f}")
print(f"kappa = {k*g_nm:.4f} 1/nm, lambda = {lam*g_nm:.4f} 1/nm")
print(f"density decay length in crystal 1/(2 kappa) = {1/(2*k*g_nm):.4f} nm")
print(f"density decay length in vacuum 1/(2 lambda) = {1/(2*lam*g_nm):.4f} nm")
print(f"probability in vacuum = {100*share:.2f} percent")
print("U (eV), two-band minus full surface energy (meV)")
for U, err in zip(U_list, errors):
    print(f"  {U:.3f} {1000*err:.3f}")
print("V0 (eV), E_S two-band (eV), E_S full (eV), (E_S-T)/U at U->0, 1-2T/V0")
for step, lim in zip(steps, limits):
    print(f"  {step:.1f} {surface_two_band(U0, step):.4f} {surface_full(U0, step):.4f}"
          f" {lim:.4f} {1-2*T/step:.4f}")
print(f"step inside gap, V0 = {V_low:.2f} eV: E_S two-band {E_low_two:.4f} eV,"
      f" full {E_low_full:.4f} eV")
print(f"slab of {CELLS} cells, U>0: {below_inv} levels below gap, {len(gap_inv)} in gap")
print(f"  their energies: {gap_inv[0]:.4f} and {gap_inv[1]:.4f} eV")
print(f"slab of {CELLS} cells, U<0: {below_nor} levels below gap, {len(gap_nor)} in gap")
print(f"lambda_b/g = {lam_b:.4f}, lambda_t/g = {lam_t:.4f}")
print(f"U>0 has its state for d/a from {window_inv[0]:.4f} to {window_inv[1]:.4f}")
print(f"U<0 has no state for d/a from {window_nor[0]:.4f} to {window_nor[1]:.4f}")
print(f"slab counts checked at {offset:.2f} a on either side of each limit")
print("all assertions hold")
```

Running it gives:

```
lattice constant a = 0.250 nm
|U| = 1.000 eV, step V0 = 11.000 eV
g = 12.5664 1/nm, T = 6.0165 eV
two-band gap: 5.0165 to 7.0165 eV
full cosine gap: 4.9961 to 6.9953 eV
two-band: E (eV), kappa (1/nm), delta (deg) and L/g for U>0,
          delta (deg) and L/g for U<0, -lambda/g
  5.1165 0.4732  -76.529  -0.2019   13.471   4.2123  -0.9889
  5.5165 0.9232  -58.937  -0.5289   31.063   1.7336  -0.9547
  6.0165 1.0434  -43.811  -0.9593   46.189   1.0424  -0.9101
  6.5165 0.8857  -29.001  -1.7335   60.999   0.6248  -0.8633
  6.9165 0.4390  -12.430  -4.5021   77.570   0.2553  -0.8238
surface state, two-band: E_S = 5.9722 eV = 9.5685e-19 J
surface state, full cosine crystal: E_S = 5.9117 eV
leading-order E_S = T + U(1-2T/V0) = 5.9226 eV
E_S above two-band gap bottom = 0.9557 eV
V0 - E_S (two-band) = 5.0278 eV
delta = -45.079 deg, cot(delta) = -0.9973
p weight sin^2(delta) = 0.5014; leading order T/V0 = 0.5470
kappa = 1.0443 1/nm, lambda = 11.4876 1/nm
density decay length in crystal 1/(2 kappa) = 0.4788 nm
density decay length in vacuum 1/(2 lambda) = 0.0435 nm
probability in vacuum = 7.77 percent
U (eV), two-band minus full surface energy (meV)
  1.000 60.471
  0.500 15.309
  0.250 3.850
  0.125 0.965
V0 (eV), E_S two-band (eV), E_S full (eV), (E_S-T)/U at U->0, 1-2T/V0
  8.0 5.6427 5.5903 -0.5032 -0.5041
  11.0 5.9722 5.9117 -0.0937 -0.0939
  20.0 6.4095 6.3526 0.3984 0.3984
step inside gap, V0 = 5.50 eV: E_S two-band 5.1538 eV, full 5.1286 eV
slab of 40 cells, U>0: 39 levels below gap, 2 in gap
  their energies: 5.9106 and 5.9107 eV
slab of 40 cells, U<0: 40 levels below gap, 0 in gap
lambda_b/g = 0.9973, lambda_t/g = 0.8137
U>0 has its state for d/a from -0.2826 to 0.2496
U<0 has no state for d/a from -0.2504 to 0.2174
slab counts checked at 0.08 a on either side of each limit
all assertions hold
```
